# Binding a planar negative trion around a fixed hole

## Problem

A negative trion consists of two electrons and one hole. Let all three move in a plane, let the hole be infinitely heavy, and let the forces follow the unscreened $1/r$ law. The electrons form a singlet, so their spatial function is symmetric under exchange. With the hole at the origin,

$$H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2-\frac1{r_i}\right)+\frac1{r_{12}} .$$

Lengths are in effective bohr and energies in effective hartree, which contain the electron mass and the dielectric constant of the surroundings. The energy is zero when all three particles are at rest far apart.

(a) Find the energy above which the trion can break up into an exciton and a free electron.

(b) Find the lowest energy of the trial state $e^{-a(r_1+r_2)}$. What does it say about binding?

(c) Do the same for $e^{-ar_1-br_2}+e^{-br_1-ar_2}$.

(d) Would unequal exponents suffice without the second term?

## Hints

1. Obtain the kinetic energy from $\tfrac12\int\nabla\phi_a\cdot\nabla\phi_b\,d^2r$.
2. Compute the repulsion in Fourier space. The planar transform of $1/r$ cancels the factor $q$ in $d^2q$.
3. A product of two exponentials is again an exponential, so the exchange integral needs no new work.
4. Set $b=xa$. Kinetic energy scales as $a^2$ and Coulomb energy as $a$, so the minimum over $a$ can be written down.

## Solution

### (a) One electron and the threshold

Since $\int e^{-2ar}\,2\pi r\,dr=\pi/(2a^2)$, the normalised orbital is $\phi_a=a\sqrt{2/\pi}\,e^{-ar}$. Two such orbitals have the overlap

$$S=\frac{2ab}{\pi}\,\frac{2\pi}{(a+b)^2}=\frac{4ab}{(a+b)^2}.$$

Each gradient brings down an exponent, so the kinetic element is $\tfrac12ab\,S$. The attraction is

$$-\frac{2ab}{\pi}\,2\pi\int_0^\infty e^{-(a+b)r}dr=-\frac{4ab}{a+b}=-(a+b)S .$$

The one-electron element is therefore

$$h_{ab}=S\left[\tfrac12ab-(a+b)\right],\qquad h_{aa}=\tfrac12a^2-2a=\tfrac12(a-2)^2-2 .$$

The minimum is $-2$, at $a=2$. It is the true ground energy, because $\phi=e^{-2r}$ solves the Schrödinger equation,

$$-\tfrac12\left(\phi''+\frac{\phi'}r\right)-\frac{\phi}{r}=-\tfrac12\left(4-\frac2r\right)\phi-\frac{\phi}{r}=-2\phi ,$$

and has no node. An exciton plus a distant electron at rest thus has energy $-2$, and the continuum starts there. A trial energy below $-2$ proves that a bound trion exists.

### (b) Equal exponents

The transform of an exponential follows from

$$\int_0^\infty\!dr\,e^{-\lambda r}\frac1{2\pi}\int_0^{2\pi}\!d\theta\,e^{-iqr\cos\theta}
=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{\lambda+iq\cos\theta}=\frac1{\sqrt{\lambda^2+q^2}} .$$

Letting $\lambda\to0$ and multiplying by $2\pi$ gives $2\pi/q$ for the transform of $1/r$. Applying $-d/d\lambda$ supplies the factor $r$ of the area element. The normalised density $\lambda^2e^{-\lambda r}/(2\pi)$ then has the transform

$$n_\lambda(q)=\frac{\lambda^3}{(\lambda^2+q^2)^{3/2}}=\left(1+\frac{q^2}{\lambda^2}\right)^{-3/2}.$$

The repulsion of two normalised densities is

$$\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q}\,n_\lambda n_{\lambda'}=\int_0^\infty n_\lambda(q)\,n_{\lambda'}(q)\,dq .$$

For $\lambda=\lambda'$ put $q=\lambda\tan\theta$. The integral becomes $\lambda\int_0^{\pi/2}\cos^4\theta\,d\theta=3\pi\lambda/16$. Here $\lambda=2a$, so the repulsion is $3\pi a/8$ and

$$E(a)=2\left(\tfrac12a^2-2a\right)+\tfrac{3\pi}8a=a^2-\left(4-\tfrac{3\pi}8\right)a .$$

Setting $dE/da=0$ gives $a=2-3\pi/16=1.411$ and

$$E=-\tfrac14\left(4-\tfrac{3\pi}8\right)^2=-\tfrac14(2.8219)^2=-1.991 .$$

This lies $0.009$ above the threshold. The state fails to demonstrate binding, but it does not show that the trion is unbound: a variational energy is an upper bound, and the true energy may lie below $-2$.

### (c) Symmetrised unequal exponents

Write $\psi=\phi_a(1)\phi_b(2)+\phi_b(1)\phi_a(2)$. Its norm is $2(1+S^2)$. Each electron contributes $h_{aa}+h_{bb}+2Sh_{ab}$, and the repulsion contributes $2J+2X$, where $J$ is the direct and $X$ the exchange integral. Hence

$$E=\frac{h_{aa}+h_{bb}+2Sh_{ab}+J+X}{1+S^2}.$$

The exchange density $\phi_a\phi_b$ is $S$ times a normalised exponential density with $\lambda=a+b$, so

$$X=\frac{3\pi}{16}(a+b)S^2 .$$

For $J$ take $b<a$, $p=b^2/a^2$, $m=1-p$ and $q=2b\tan\theta$. With $\Delta^2=1-m\sin^2\theta$ the two factors become

$$1+\frac{q^2}{4b^2}=\frac1{\cos^2\theta},\qquad 1+\frac{q^2}{4a^2}=\frac{\Delta^2}{\cos^2\theta},$$

and $dq=2b\,d\theta/\cos^2\theta$. Since $\cos^2\theta=(\Delta^2-p)/m$,

$$J=2b\int_0^{\pi/2}\frac{\cos^4\theta}{\Delta^3}d\theta
=\frac{2b}{m^2}\int_0^{\pi/2}\left(\Delta-\frac{2p}{\Delta}+\frac{p^2}{\Delta^3}\right)d\theta .$$

The first two integrals are the complete elliptic integrals $\mathcal E(m)=\int\Delta\,d\theta$ and $\mathcal K(m)=\int d\theta/\Delta$. The third follows from

$$\frac{d}{d\theta}\,\frac{m\sin\theta\cos\theta}{\Delta}=\frac{\Delta^4-p}{\Delta^3}=\Delta-\frac{p}{\Delta^3}.$$

The differentiated function vanishes at both limits, so $\int\Delta^{-3}d\theta=\mathcal E/p$ and

$$J=\frac{2b}{m^2}\left[(1+p)\,\mathcal E(m)-2p\,\mathcal K(m)\right].$$

As $b\to0$, $\Delta\to\cos\theta$ and $J\to2b$. The wide orbital then sees the compact one as a point charge, which cancels its attraction to the hole.

Now set $b=xa$. The energy takes the form $E=a^2T+aV$, with

$$T=\frac{\tfrac12(1+x^2)+S^2x}{1+S^2},\qquad
V=-2(1+x)+\frac{(J+X)/a}{1+S^2}.$$

Both depend on $x$ alone. From $2aT+V=0$ follow $a=-V/(2T)$ and $E=-V^2/(4T)$. A one-dimensional numerical search gives $x=0.2651$, and there $S^2=0.4390$, $J=1.0293$ and $X=0.7135$. With $a=2.181$ and $b=0.578$,

$$T=\frac{0.5351+0.1164}{1.4390}=0.4528,\qquad V=-2.5302+\frac{1.7428}{2.181\times1.4390}=-1.9749,$$

and, with one more digit kept in both,

$$E=-\frac{(1.97491)^2}{4\times0.45276}=-2.154 .$$

This is $0.154$ below threshold, so the trion is bound. The inner exponent is near the exciton value 2, while the outer orbital, taken alone, has mean radius $1/b=1.73$.

### (d) What the second term does

Dropping the terms in $S$ gives the plain product $\phi_a(1)\phi_b(2)$. Each entry below is minimised over $a$ at fixed $x$.

| $x=b/a$ | plain | symmetrised |
|---|---|---|
| 1.00 | −1.9908 | −1.9908 |
| 0.80 | −1.9894 | −2.0022 |
| 0.60 | −1.9846 | −2.0449 |
| 0.40 | −1.9788 | −2.1203 |
| 0.20 | −1.9823 | −2.1406 |
| 0.05 | −1.9969 | −2.0220 |

Over 400 ratios between $0.005$ and $1$ the plain energy stays above $-2$; its lowest value is $-1.99995$. This is a numerical finding, not a proof for every $x$. As $x\to0$ both columns tend to $-2$, because the second electron drifts away.

The gain has a simple source. The symmetrised energy is a weighted mean,

$$E=\frac{E_{\rm plain}+S^2E_{\rm cross}}{1+S^2},\qquad E_{\rm cross}=ab-2(a+b)+\tfrac{3\pi}{16}(a+b).$$

Compare the two energies at the same exponents. The attraction $-2(a+b)$ is common to both. The kinetic part of $E_{\rm cross}$ is lower by $\tfrac12(a^2+b^2)-ab=\tfrac12(a-b)^2$, and its repulsion is higher. At the optimum of part (c) these changes are $-1.284$ and $+0.596$, so $E_{\rm cross}$ lies $0.688$ below $E_{\rm plain}=-1.944$. The weight $S^2/(1+S^2)=0.305$ turns this into a lowering of $0.210$, which gives $-2.154$ again. In this comparison at fixed exponents, their inequality makes the kinetic gain possible, and overlap gives it weight. Measured against the threshold state, however, the trion has more kinetic energy, $2.154$ against $2$, and is bound because its potential energy is lower, $-4.307$ against $-4$, as the virial theorem requires.

## Variation 1: one common orbital of free shape

*Must the electrons occupy different orbitals for a trial state to bind?*

Let both occupy $\phi=\sum_kc_ke^{-\alpha_kr}$, with seven exponents $\alpha_k=2\times1.75^k$, $k=-4,\dots,2$. All products are exponentials, so the integrals above suffice. Solving the restricted Hartree–Fock equations self-consistently gives $-2.061$, which is already below threshold. The failure in (b) therefore comes from the rigid shape of a single exponential. Different orbitals are needed within the one-exponential family, but not in general.

Allowing every product $e^{-\alpha_kr_1-\alpha_lr_2}$ its own coefficient, a radial configuration interaction, gives $-2.171$; a larger radial basis lowers this by about $0.001$, to $-2.172$. The state of part (c) recovers $0.154/0.172$, or about 89%, of that binding.

These functions ignore the angle between the electrons. Multiplying the symmetrised state by $1+cr_{12}$ includes it. Numerical quadrature and minimisation give $-2.227$ at $a=2.24$, $b=1.01$, $c=0.59$. This too is an upper bound, so the binding energy of the model is at least $0.227$, up to quadrature error.

## Variation 2: a semiconducting monolayer

*How much of the binding survives in a monolayer dichalcogenide between insulating layers?*

Take rough typical values: electron and hole masses of $0.5$ free-electron masses, a surrounding dielectric constant of $4.5$, and a layer polarisation length of 4 nm. The effective bohr is $0.0529\times4.5/0.5=0.476$ nm, and the effective hartree is $27211\times0.5/4.5^2=672$ meV. The ideal model then gives $-1338$ meV for (b) and $-1447$ meV for (c), with a binding of 103 meV.

Two assumptions fail here. First, the hole is as light as the electron. In coordinates relative to the hole, its motion replaces the electron mass by the reduced mass and adds a term proportional to $\nabla_1\cdot\nabla_2$. For a radial function this term contains $\cos\theta_{12}$, whose angular average is zero. With equal masses all unscreened energies are therefore halved at the radial level.

Second, the layer itself screens. The interaction becomes $2\pi/[q(1+r_0q)]$ with $r_0=4/4.5=0.89$ nm. This exceeds the effective bohr of the fixed-hole model and is close to the value of 0.95 nm that the reduced mass gives. It is comparable to the mean radius of the screened exciton, about 0.8 nm for a fixed hole and 1.2 nm for a light one, so screening changes the force at the distances that matter for binding. Radial configuration interaction in the same seven exponentials gives:

| model | exciton binding (meV) | trion binding (meV) |
|---|---|---|
| fixed hole, unscreened layer | 1344 | 115 |
| light hole only | 672 | 57 |
| layer screening only | 262 | 14 |
| both | 191 | 11 |

A larger radial basis raises the two unscreened trion values by about 1 meV, to 116 and 58 meV, and leaves the screened ones unchanged. Layer screening is the larger correction, and together the two reduce the trion binding tenfold. Measured values in such layers are roughly 0.2 eV for the exciton and a few tens of meV for the trion. The corrected exciton has the right size, while the trion value is low. The radial value omits angular correlation; an explicitly correlated basis raises it from 11 to about 16 meV, which closes only part of the gap to measurement. The model value remains below the thermal energy of 26 meV at 300 K, and a trion bound this weakly would be readily dissociated at room temperature unless a high electron density favoured its formation. The unscreened model shows how the trial states work, but it should not be used to predict the binding energy of such a layer.
